# When a Separable Pseudopotential Has a Ghost Below Its Reference Level: a numerical check

```python
"""Ghost states of a Kleinman-Bylander (KB) pseudopotential, one s channel.

Result under test: let ref be the reference level of T + V_s, with state phi.
The separable Hamiltonian is H = T + V_loc + |chi><chi|/D, where
chi = (V_s - V_loc) phi and D = <phi|V_s - V_loc|phi>.
E_KB = <chi|chi>/D is the strength of the normalized projector.
H has a level below ref if and only if
    ref > second level of T + V_loc   when E_KB > 0,
    ref > first level of T + V_loc    when E_KB < 0.
The number of ghosts below ref is the number of local levels below ref,
minus one when E_KB > 0.
Hartree atomic units; radial functions u = r R vanish at r = 0 and r = box.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CHARGE = 2.0
CORE_HEIGHT = 2.0


class Channel:
    """Sine-basis grid representation; grid vectors have unit dot product."""

    def __init__(self, box, intervals):
        index = np.arange(1, intervals)
        self.r = box * index / intervals
        sines = np.sqrt(2.0 / intervals) * np.sin(
            np.pi * np.outer(index, index) / intervals)
        kinetic = 0.5 * (np.pi * index / box) ** 2
        self.T = (sines * kinetic) @ sines.T
        self.v_s = (-CHARGE * erf(self.r) / self.r
                    + CORE_HEIGHT * np.exp(-self.r ** 2))
        levels, states = eigh(self.T + np.diag(self.v_s))
        self.semilocal = levels
        self.ref = levels[0]
        self.phi = states[:, 0] * np.sign(states[:, 0].sum())

    def local_shift(self, gaussians):
        """V_loc - V_s as a sum of amplitude * exp(-(r/width)^2)."""
        return sum(c * np.exp(-(self.r / w) ** 2) for c, w in gaussians)

    def hamiltonians(self, gaussians):
        shift = self.local_shift(gaussians)
        h_loc = self.T + np.diag(self.v_s + shift)
        chi = -shift * self.phi
        D = chi @ self.phi
        e_kb = (chi @ chi) / D
        unit_chi = chi / np.linalg.norm(chi)
        h_kb = h_loc + e_kb * np.outer(unit_chi, unit_chi)
        return h_loc, h_kb, chi, D, e_kb

    def local_levels(self, gaussians):
        h_loc = self.T + np.diag(self.v_s + self.local_shift(gaussians))
        return np.linalg.eigvalsh(h_loc)


def count_below(levels, energy, margin=1e-7):
    return int(np.sum(levels < energy - margin))


def criterion(ref, local, e_kb):
    return bool(ref > (local[1] if e_kb > 0 else local[0]))


main = Channel(30.0, 400)
fine = Channel(36.0, 600)
visible = np.abs(main.phi) > 1e-6
assert np.all(main.phi[visible] > 0), "reference state must be nodeless"
assert abs(main.ref - fine.ref) < 1e-7

print("Model: V_s = -Z erf(r)/r + C exp(-r^2), r in bohr")
print(f"Z = {CHARGE:.1f}, C = {CORE_HEIGHT:.1f} Ha")
print(f"reference level = {main.ref:.5f} Ha")
print(f"second semilocal s level = {main.semilocal[1]:.5f} Ha")
print(f"reference mean radius = {main.phi**2 @ main.r:.4f} bohr")

# Four local potentials: each sign of E_KB, without and with a ghost.
cases = {
    "A": ([(2.0, 1.0)], -1, False),
    "B": ([(-2.0, 1.0)], 1, False),
    "C": ([(-10.0, 1.0)], 1, True),
    "D": ([(-30.0, 0.5), (3.0, 2.0)], -1, True),
}
rng = np.random.default_rng(7)
for name, (gaussians, sign, ghost_expected) in cases.items():
    h_loc, h_kb, chi, D, e_kb = main.hamiltonians(gaussians)
    local = np.linalg.eigvalsh(h_loc)
    kb, kb_states = eigh(h_kb)
    ref, phi = main.ref, main.phi

    # The reference state is an eigenstate of the separable Hamiltonian.
    assert np.linalg.norm(h_kb @ phi - ref * phi) < 1e-8

    # Splitting psi = a phi + w, <chi|w> = 0, in both quadratic forms.
    for _ in range(5):
        psi = rng.normal(size=phi.size) * np.exp(-main.r / 3)
        a = (chi @ psi) / D
        w = psi - a * phi
        form_w = w @ h_loc @ w - ref * (w @ w)
        form_kb = psi @ h_kb @ psi - ref * (psi @ psi)
        form_loc = psi @ h_loc @ psi - ref * (psi @ psi)
        scale = 1 + abs(form_w) + a * a * abs(D)
        assert abs(form_kb - form_w) < 1e-8 * scale
        assert abs(form_loc - (form_w - a * a * D)) < 1e-8 * scale

    # Local states couple to chi in proportion to (ref - local level).
    local_states = eigh(h_loc)[1]
    for n in range(3):
        left = local_states[:, n] @ chi
        right = (ref - local[n]) * (local_states[:, n] @ phi)
        assert abs(left - right) < 1e-8

    ghosts = count_below(kb, ref)
    assert np.sign(e_kb) == sign
    assert (ghosts > 0) == ghost_expected
    assert (ghosts > 0) == criterion(ref, local, e_kb)
    assert ghosts == count_below(local, ref) - int(e_kb > 0)

    # Convergence with respect to both box and grid spacing.
    fine_loc, fine_kb, _, _, fine_e = fine.hamiltonians(gaussians)
    assert np.allclose(np.linalg.eigvalsh(fine_loc)[:2], local[:2], atol=1e-6)
    assert np.allclose(np.linalg.eigvalsh(fine_kb)[:2], kb[:2], atol=1e-6)
    assert abs(fine_e - e_kb) < 1e-6 * max(1, abs(e_kb))

    terms = ", ".join(f"{c:g} Ha (width {w:g} bohr)" for c, w in gaussians)
    print(f"Case {name}: V_loc - V_s Gaussians: {terms}")
    print(f"  D = {D:.5f} Ha, E_KB = {e_kb:.5f} Ha")
    print(f"  local levels: {local[0]:.5f}, {local[1]:.5f} Ha")
    print(f"  separable levels: {kb[0]:.5f}, {kb[1]:.5f} Ha")
    print(f"  local levels below reference: {count_below(local, ref)}")
    print(f"  ghosts below reference: {ghosts}")
    if ghosts:
        radius = kb_states[:, 0] ** 2 @ main.r
        gap = ref - kb[0]
        print(f"  lowest ghost mean radius = {radius:.4f} bohr")
        print(f"  ghost below reference by {gap:.5f} Ha"
              f" = {gap * HARTREE_EV:.3f} eV")

# Onset for V_loc = V_s - depth * exp(-r^2).
onset = brentq(lambda d: main.local_levels([(-d, 1.0)])[1] - main.ref,
               1.0, 20.0, xtol=1e-11)
print(f"Onset depth (width 1 bohr) = {onset:.5f} Ha")
for factor in (0.95, 1.0, 1.05):
    h_loc, h_kb, _, _, e_kb = main.hamiltonians([(-factor * onset, 1.0)])
    local = np.linalg.eigvalsh(h_loc)
    kb = np.linalg.eigvalsh(h_kb)
    assert e_kb > 0
    if factor < 1:
        assert abs(kb[0] - main.ref) < 1e-8
        assert main.ref < kb[1] < main.semilocal[1]
    elif factor == 1:
        assert np.allclose(kb[:2], main.ref, atol=1e-7)
    else:
        assert kb[0] < main.ref - 1e-5
        assert abs(kb[1] - main.ref) < 1e-8
    print(f"  depth/onset {factor:.2f}: second local {local[1]:.5f} Ha,"
          f" separable {kb[0]:.5f}, {kb[1]:.5f} Ha")

# Random local potentials: criterion, ghost count and interlacing.
small = Channel(15.0, 150)
tally = {(s, g): 0 for s in (1, -1) for g in (False, True)}
most_ghosts = 0
trials = 400
for _ in range(trials):
    gaussians = [(rng.uniform(-40, 40), rng.uniform(0.3, 1.0)),
                 (rng.uniform(-5, 5), rng.uniform(1.0, 2.5))]
    h_loc, h_kb, _, _, e_kb = small.hamiltonians(gaussians)
    local = np.linalg.eigvalsh(h_loc)
    kb = np.linalg.eigvalsh(h_kb)
    ghosts = count_below(kb, small.ref)
    assert (ghosts > 0) == criterion(small.ref, local, e_kb)
    assert ghosts == count_below(local, small.ref) - int(e_kb > 0)
    if e_kb > 0:
        assert np.all(kb[:5] >= local[:5] - 1e-7)
        assert np.all(kb[:5] <= local[1:6] + 1e-7)
    else:
        assert np.all(kb[:5] <= local[:5] + 1e-7)
        assert np.all(kb[1:6] >= local[:5] - 1e-7)
    tally[(1 if e_kb > 0 else -1, ghosts > 0)] += 1
    most_ghosts = max(most_ghosts, ghosts)
assert min(tally.values()) > 0, "every class must be represented"

print(f"Random local potentials tested: {trials}")
print(f"  E_KB > 0: {tally[(1, False)]} without ghost below,"
      f" {tally[(1, True)]} with")
print(f"  E_KB < 0: {tally[(-1, False)]} without ghost below,"
      f" {tally[(-1, True)]} with")
print(f"  largest number of ghosts below reference: {most_ghosts}")
print("tests ok")
```

Printed output:

```
Model: V_s = -Z erf(r)/r + C exp(-r^2), r in bohr
Z = 2.0, C = 2.0 Ha
reference level = -0.64783 Ha
second semilocal s level = -0.26932 Ha
reference mean radius = 2.2633 bohr
Case A: V_loc - V_s Gaussians: 2 Ha (width 1 bohr)
  D = -0.16840 Ha, E_KB = -0.76787 Ha
  local levels: -0.54170, -0.23523 Ha
  separable levels: -0.64783, -0.26843 Ha
  local levels below reference: 0
  ghosts below reference: 0
Case B: V_loc - V_s Gaussians: -2 Ha (width 1 bohr)
  D = 0.16840 Ha, E_KB = 0.76787 Ha
  local levels: -0.94830, -0.34180 Ha
  separable levels: -0.64783, -0.27070 Ha
  local levels below reference: 1
  ghosts below reference: 0
Case C: V_loc - V_s Gaussians: -10 Ha (width 1 bohr)
  D = 0.84201 Ha, E_KB = 3.83936 Ha
  local levels: -4.92953, -0.91617 Ha
  separable levels: -1.65565, -0.64783 Ha
  local levels below reference: 2
  ghosts below reference: 1
  lowest ghost mean radius = 0.5885 bohr
  ghost below reference by 1.00783 Ha = 27.424 eV
Case D: V_loc - V_s Gaussians: -30 Ha (width 0.5 bohr), 3 Ha (width 2 bohr)
  D = -0.71880 Ha, E_KB = -4.76809 Ha
  local levels: -8.29100, -0.29496 Ha
  separable levels: -11.49630, -0.64783 Ha
  local levels below reference: 1
  ghosts below reference: 1
  lowest ghost mean radius = 0.3891 bohr
  ghost below reference by 10.84847 Ha = 295.202 eV
Onset depth (width 1 bohr) = 7.77463 Ha
  depth/onset 0.95: second local -0.61539 Ha, separable -0.64783, -0.51090 Ha
  depth/onset 1.00: second local -0.64783 Ha, separable -0.64783, -0.64783 Ha
  depth/onset 1.05: second local -0.68401 Ha, separable -0.80066, -0.64783 Ha
Random local potentials tested: 400
  E_KB > 0: 80 without ghost below, 125 with
  E_KB < 0: 147 without ghost below, 48 with
  largest number of ghosts below reference: 3
tests ok
```
